Random-Singlet Scaling of Gaps, Correlations and Susceptibility from Bond Decimation

**Question.** A chain of spins 1/2 has H = Σ_i J_i S_i·S_{i+1}, with antiferromagnetic couplings J_i drawn independently from one distribution on (0, Ω0). The Ma-Dasgupta-Hu rule freezes the strongest bond J0 into a singlet and joins its outer neighbours by J' = J1J2/(2J0). If the rule is repeated, how small is the gap of a chain of L sites, how fast does the average spin correlation decay, and how large is the susceptibility at low temperature?

**Answer.** Units are k_B = 1 and lattice spacing 1, with gμ_B = 1 until the example. Results are those of the decimation scheme unless said otherwise; for the Heisenberg chain the scheme is an asymptotic argument, and its size of error is looked at in the last part.

**The rule**

Let spins 1 and 2 carry the strongest bond J0, and let V = J1 S_L·S_1 + J2 S_2·S_R. The singlet |s⟩ = (|↑↓⟩ − |↓↑⟩)/√2 has energy −3J0/4 and the triplet J0/4, so the gap is J0. Direct action gives S_1^z|s⟩ = ½|t_z⟩ and S_2^z|s⟩ = −½|t_z⟩ with |t_z⟩ = (|↑↓⟩ + |↓↑⟩)/√2. The singlet is invariant under rotation, so the same holds for x and y with three orthonormal states |t_α⟩:

V|s⟩ = ½ Σ_α (J1 S_L^α − J2 S_R^α)|t_α⟩.

This has no singlet part, so first order vanishes. Second order, with S² = 3/4, gives

H_eff = −(J1 S_L − J2 S_R)²/(4J0) = −3(J1² + J2²)/(16J0) + [J1J2/(2J0)] S_L·S_R.

The new bond is antiferromagnetic. Diagonalizing four spins with couplings 0.001, 1, 0.002 gives a gap 1.00225 times J1J2/(2J0), a relative correction of order (J1 + J2)/J0.

In the XX chain, H = Σ J_i(S^xS^x + S^yS^y), the terms α = x, y remain and t_x, t_y lie J0/2 above the singlet, so the cross term doubles to J' = J1J2/J0. Let Ω be the largest remaining bond, Γ = ln(Ω0/Ω) and ζ = ln(Ω/J) ≥ 0. With J0 = Ω, and ℓ the distance in original sites spanned by a bond,

ζ' = ζ1 + ζ2 + κ,  ℓ' = ℓ0 + ℓ1 + ℓ2,

where κ = ln 2 for Heisenberg and κ = 0 for XX. Logarithms of energy add as lengths add.

**Flow of the distribution**

Let n(Γ) be the number of active spins per original site (equal to the number of active bonds) and P(ζ; Γ) the normalized density of ζ. The neighbours of the strongest bond are independent draws from P, so the bonds stay independent. When Γ grows by dΓ, each ζ falls by dΓ and nP(0)dΓ bonds per site reach ζ = 0. Each removes two spins:

dn/dΓ = −2P(0) n.

Each also removes two neighbours drawn from P and adds one bond drawn from the convolution (P∗P)(ζ − κ), which is zero for ζ < κ:

∂_Γ(nP) = n ∂_ζP + nP(0)[−2P + (P∗P)(ζ − κ)].

The left side is n∂_ΓP − 2P(0)nP, which cancels the loss term:

∂_ΓP = ∂_ζP + P(0)(P∗P)(ζ − κ).

For κ = 0 try P = a e^{−aζ}. Then P∗P = a²ζe^{−aζ}, the left side is a'(1 − aζ)e^{−aζ}, and the right side is (−a² + a³ζ)e^{−aζ} = −a²(1 − aζ)e^{−aζ}. So a' = −a², and with a(0) = 1/Γ0,

1/a = Γ + Γ0,  d ln n = −2dΓ/(Γ + Γ0),  n = Γ0²/(Γ + Γ0)².

The starting form is the density ∝ J^{1/Γ0 − 1}, uniform for Γ0 = 1. The width 1/a grows without bound. A neighbour of the decimated bond has ζ < 1 with probability about a, so steps in which perturbation theory is poor become rare as 1/Γ.

For κ = ln 2 expand in κa. With f = P∗P, f(ζ − κ) ≈ f − κf' and f' = a²(1 − aζ)e^{−aζ}. Since f(0) = 0, the error made on 0 < ζ < κ has weight κ²a²/2, which is second order. The extra term −κa³(1 − aζ)e^{−aζ} has the shape of ∂P/∂a, so the exponential form survives at first order with

a' = −a² − κa³.

Put m = 1/a, so that m' = −a'/a² = 1 + κ/m = (m + κ)/m. Separating, [1 − κ/(m + κ)]dm = dΓ; and d ln n = −2dΓ/m = −2dm/(m + κ). Hence

m − κ ln(m + κ) = Γ + c,  n = Γ*²/(m + κ)².  (1)

The constants c and Γ* depend on the early flow, where κa is not small. At large Γ, m ≈ Γ + κ ln Γ, so the spacing of active spins is 1/n ≈ (Γ/Γ*)² with relative corrections of order ln Γ/Γ. A heuristic count says that poor decimations do not change the κ ln Γ term: they shift ζ' by an amount of order 1 with probability of order a, which enters a' at order a⁴. They do change c and Γ*.

The flow equation was integrated for uniform J (Γ0 = 1) on a ζ grid along the characteristics, with a second-order predictor-corrector at steps ln 2/6 and ln 2/12 and Richardson extrapolation, taking m = 1/P(0). It gives m = 23.118 at Γ = 19.99 and m = 43.547 at Γ = 39.97. Between these points m grows by 0.444 more than Γ does; (1) predicts 0.6931 × ln(44.240/23.811) = 0.429, which is 3% lower, the size κ/m of a second-order term. The product n(m + κ)² is 3.180 and 3.183 at the two points. From the second,

Γ* = √3.183 = 1.784,  c = 43.547 − 0.6931 × ln 44.240 − 39.97 = 0.95.

Applying the rule explicitly to a ring of 2²² random bonds gives n = 0.01760 at Γ = 10, against 0.01765 from the flow; for κ = 0 it gives 0.00827 against 1/11² = 0.00826. The factor ½ weakens each new bond, so at this cutoff about twice as many spins survive.

**The gap of a finite chain**

Setting 1/n ≈ L in (1) gives Γ ≈ Γ*√L. The coefficient follows from a random walk. Take an open chain with even L, write g_i = ln(Ω0/J_i) ≥ 0, and define U_0 = 0, U_j = Σ_{i≤j}(−1)^{i+1}g_i: odd bonds step up, even bonds step down, and the missing end bonds 0 and L are infinite down steps. For κ = 0 the rule g' = g1 − g0 + g2 merges the smallest step and its two neighbours into one step with the same end points. Consider the largest rise

D = max_{i<j}(U_j − U_i).

If the smallest step is down, the removed peak lies below the end of the merged step (g2 > g0) and the removed trough lies above its start (g1 > g0), so neither is needed for D. If the smallest step is up, the removed trough lies above the end of the merged step and the removed peak below its start, so rises that pass beyond the three steps do better from the kept points, and the rise g0 itself is less than any other up step. So D is conserved until one up step is left between the infinite ones. That step is the last singlet, whose J is the gap E of the scheme: ln(Ω0/E) = D.

D is the maximum of R_j = U_j − min_{i≤j}U_i, a walk reflected at 0. The means of up and down steps cancel, and each step adds variance σ² = var g. For large L, with σ finite, R is reflected Brownian motion. Let τ be the first time R reaches x. The average φ(u) of e^{−yτ} from a start at u obeys (σ²/2)φ'' = yφ, φ'(0) = 0, φ(x) = 1, so φ(0) = sech(x√(2y)/σ). Now ⟨D⟩_L = ∫dx Prob(τ < L), and the Laplace transform in L of Prob(τ < L) is φ(0)/y. With ∫₀^∞ sech v dv = π/2,

∫₀^∞ dL e^{−yL}⟨D⟩ = (1/y)(σ/√(2y))(π/2).

The transform of √L is (√π/2)y^{−3/2}. Dividing, π/(2√2) ÷ (√π/2) = √(π/2):

⟨ln(Ω0/E)⟩ → √(π/2) σ√L = 1.2533 σ√L  (κ = 0).  (2)

The starting distribution enters this leading term through σ alone; the exponential has σ = Γ0. For g uniform on (0, 2), σ = 1/√3, and (2) gives 1.2533 × (32 − 16)/√3 = 11.58 for the increase of ⟨D⟩ from L = 256 to 1024. Sampling walks gives 11.72.

In the XX chain (2) can be tied to the true gap. The Jordan-Wigner transformation gives free fermions with hopping t_i = J_i/2. Hopping joins odd to even sites through an M × M matrix K, M = L/2, with K_jj = t_{2j−1} and K_{j,j−1} = t_{2j−2}; the levels are ± its singular values, and the gap is the smallest, ε = 1/‖K⁻¹‖. Solving Kx = e_k by forward substitution gives x_j = 0 for j < k, x_k = 1/t_{2k−1} and x_j = −x_{j−1}t_{2j−2}/t_{2j−1}, so

|(K⁻¹)_jk| = (2/Ω0) exp(U_{2j−1} − U_{2k−2}),  j ≥ k.

A largest rise starts at a trough (even index) and ends at a peak (odd index), so the largest entry is (2/Ω0)e^D. The norm is at least the largest entry and at most the root sum of squares of the M(M + 1)/2 entries:

(Ω0/2)e^{−D}/√(M(M + 1)/2) ≤ ε ≤ (Ω0/2)e^{−D}.

Thus ln(Ω0/ε) = D + O(ln L) for every sample. For 300 chains with L = 24 and Γ0 = 1, diagonalization puts ε/[(Ω0/2)e^{−D}] between 0.285 and 0.959; the lower bound is 1/√78 = 0.113.

For κ = ln 2 there is no conserved D, and a scaling argument is used. At κ = 0, n = Γ0²/s² with s = Γ + Γ0, and the last singlet has s = Γ0√L X with ⟨X⟩ = √(π/2). At κ = ln 2, n = Γ*²/s² with s = m + κ, and the flow as a function of s differs by relative order κ/s. So the last singlet has s = Γ*√L X + O(κ), and (1) converts this to Γ = s − κ − κ ln s − c:

⟨ln(Ω0/E)⟩ = √(π/2) Γ*√L − (κ/2) ln L + O(1).  (3)

**Average correlations**

Let P(ζ, y) be the joint density of ζ and ℓ, Laplace-transformed as Σ_ℓ e^{−yℓ}. Lengths of independent bonds add, so their transforms multiply; the loss terms cancel as before. For κ = 0,

∂_ΓP = ∂_ζP + P(0, y)(P∗P).

Try P = A e^{−Bζ}. The left side is (A' − B'Aζ)e^{−Bζ} and the right side (−AB + A³ζ)e^{−Bζ}, so A' = −AB and B' = −A². Then (B² − A²)' = −2BA² + 2A²B = 0; call the constant p². All lengths start at 1, so A(0) = e^{−y}/Γ0, B(0) = 1/Γ0 and p²Γ0² = 1 − e^{−2y}. The equation B' = p² − B² with B > p gives

B = p coth(pΓ + θ),  A = p/sinh(pΓ + θ),  sinh θ = pΓ0e^y.

Singlets form at the rate nP(0), so the number ρ(ℓ) of singlets of length ℓ per site obeys Σρ(ℓ)(1 − e^{−yℓ}) = ∫n(a − A)dΓ. For Γ0 = 1, quadrature gives 0.07976 at y = 0.1 and 0.01208 at y = 0.01; the ring of 2²² bonds gives 0.07982 and 0.01210.

For long bonds y is small, p² ≈ 2y/Γ0², θ ≈ pΓ0, and pΓ + θ → q = p(Γ + Γ0) with q² = 2y/n. The transform for all bonds, ∫P dζ = A/B = 1/cosh q ≈ 1 − y/n, gives mean length 1/n, as it must. The transform for bonds being decimated is

A/a = q/sinh q ≈ 1 − q²/6 = 1 − y/(3n).

It depends on y/n alone, so their length density has the form n F(nℓ), and the mean of x = nℓ is 1/3: strong bonds are shorter than average. With na dΓ = −dn/2,

ρ(ℓ) = ½∫₀¹ dn n F(nℓ) = (1/2ℓ²)∫₀^ℓ x F(x)dx → ⟨x⟩/(2ℓ²) = 1/(6ℓ²).

The power needs just the single scale 1/n: a singlet of length ℓ forms when n ~ 1/ℓ, and both its spins must survive that long. Γ0 has dropped out. A sum of three odd lengths is odd, so this smoothed density sits on odd ℓ, where it is doubled to 1/(3ℓ²). For κ = ln 2 the same limit holds with relative corrections of order κa.

Each singlet has one left end, so ρ(r) is the probability that the pair (i, i + r) is a singlet. In the product of singlets S_i·S_j averages to −3/4 for partners and 0 otherwise:

mean ⟨S_i·S_{i+r}⟩ → −1/(4r²) for odd r, 0 for even r.  (4)

The average comes from rare pairs that are fully correlated. The amplitude and the zero at even r belong to the product state; triplet admixtures in the true Heisenberg ground state are dropped here and can alter both.

Summing over odd ℓ ≥ R by the midpoint rule gives ½∫_{R−1}^∞ dℓ/(3ℓ²) = 1/(6(R − 1)). On the ring, the count relative to this is 1.024 (R = 51) and 0.984 (R = 201) for κ = 0, and 0.955 and 0.969 for κ = ln 2. At R = 201 about 2²²/1200 ≈ 3500 singlets are counted, a scatter near 2%. For κ = 0 the exact transform above gives 1.018 at R = 51 and 1.005 at R = 201, so the limit is approached from above. For κ = ln 2, κa is about 0.03 and 0.015 at these lengths and the shortfall is 1.5 to 2 times that; its sign and coefficient are not derived here.

The XX chain allows a comparison with the true ground state. Wick's theorem gives ⟨S_i^zS_j^z⟩ = −|⟨c_i†c_j⟩|², and between sublattices |⟨c†c⟩| = ½|UV^T| for K = UΣV^T; a singlet pair has −1/4. For 1000 chains with L = 64 and Γ0 = 3, −4⟨S^zS^z⟩ summed over pairs with r from 7 to 21 is 1.477 per chain; decimating the same chains gives 1.519 singlets, 3% more. The agreement depends on strong disorder: for Γ0 = 1 at the same L and range of r the excess is about 11%.

**Susceptibility**

Treat each singlet of the scheme as an isolated dimer with gap J. With x = J/T, Z = 1 + 3e^{−x} and ⟨(S^z)²⟩ = 2e^{−x}/Z, so Tχ = 2/(3 + e^x). This is 2 × ¼ (two free spins) for J ≪ T and exponentially small for J ≫ T. Let Γ_T = ln(Ω0/T), so a dimer formed at Γ has x = e^{Γ_T − Γ}, and put w = 4/(3 + e^x), which rises from 0 to 1 with Γ. Per site, with −dn/2 dimers,

Tχ = ¼∫(−dn) w = ¼∫ n dw.

The boundary terms of the integration by parts vanish for T ≪ Ω0, since w ≈ 4e^{−Ω0/T} at Γ = 0 and n → 0 at infinity. The weight dw is normalized and lies within order 1 of Γ_T. Expanding n to first order about the mean position, with Γ − Γ_T = −ln x,

Tχ ≈ ¼ n(Γ_T + δ),  δ = −∫₀^∞ ln x · 4e^x/(3 + e^x)² dx = −0.267,

by quadrature. The sign says that a dimer already responds when J is somewhat above T. The next term is ½n'' var(ln x); since n'' ≈ 6n/s², it is positive and of relative order 1/s². With (1), as T → 0,

χ → Γ*²(gμ_B)²/[4T ln²(Ω0/T)].  (5)

This is a Curie law for the spins not yet paired at Ω ~ T. The local exponent follows from d ln n/dΓ = −2/m and dΓ_T = −d ln T:

d ln χ/d ln T = −1 + 2/m.

It drifts toward −1 logarithmically, so over a short range of T the law resembles a power with exponent between −1 and 0 when m > 2.

**Worked example**

Take J uniform on (0, Ω0), Ω0 = 100 K, g = 2, and Γ* = 1.784, c = 0.949 from above. Per mole of spins χ = Cn/T with C = μ0N_A g²μ_B²/(4k_B) = 4.714 × 10⁻⁶ m³ K/mol (0.3751 emu K/mol).

At T = 1 K, Γ_T = ln 100 = 4.605 and Γ_T + δ + c = 4.605 − 0.267 + 0.949 = 5.287. The root of m − 0.6931 ln(m + 0.6931) = 5.287 is m = 6.671, since 0.6931 × ln 7.364 = 1.384. Then n = 3.183/7.364² = 0.0587, one active spin per 17 sites, and χ = 4.714 × 10⁻⁶ × 0.0587 = 2.8 × 10⁻⁷ m³/mol (0.022 emu/mol). The same steps give:

- 0.1 K: m = 9.177, n = 0.0327 (31 sites), χ = 1.5 × 10⁻⁶ m³/mol (0.12 emu/mol).
- 0.01 K: m = 11.633, n = 0.0210 (48 sites), χ = 9.9 × 10⁻⁶ m³/mol (0.79 emu/mol).

The local exponent of this closed form is −1 + 2/6.671 = −0.70 at 1 K and −0.83 at 0.01 K; the terms dropped from it make the slope of the full dimer sum less steep by 0.02 to 0.03 at 1 K and by less than 0.01 at 0.01 K.

Summing 2/(3 + e^{J/T}) over all singlets of the ring gives 4Tχ = 0.0632, 0.0339 and 0.0214. The closed form is lower than this sum by 7.1%, 3.7% and 2.1%. Multiplied by s² = 54, 97 and 152 these become 3.8, 3.6 and 3.3, so the shortfall falls roughly as 1/s², the order of the dropped terms, with the sign of the curvature term.

The bare limit (5) is far worse. It gives 4Tχ = 3.183/4.605² = 0.150 at 1 K, 2.4 times the dimer sum; 0.0375 at 0.01 K, 1.75 times; and at 10⁻⁶ K still 0.0094 against 0.0066, 1.4 times. The reason is in (1): the denominator is s², with s − Γ_T = δ + c + κ + κ ln s, which is 7.364 − 4.605 = 2.76 at 1 K and 21.936 − 18.421 = 3.52 at 10⁻⁶ K. The better way to display the law is 1/√(4Tχ) ≈ s/Γ* against ln(1/T), a nearly straight line of slope (1 + κ/m)/Γ* that does not pass through the origin at T = Ω0.

For the gap, decimating 8192 open chains with L = 256 gives ⟨ln(Ω0/E)⟩ = 31.48 ± 0.15, and 4096 chains with L = 1024 give 66.02 ± 0.43 (standard errors of the mean). The typical gaps Ω0 exp(−⟨ln(Ω0/E)⟩) are about 2 × 10⁻¹² K and 2 × 10⁻²⁷ K: four times the length costs fifteen decades, where a law E ∝ 1/L would cost a factor of four. Equation (3) predicts the difference

1.2533 × 1.784 × (32 − 16) − 0.3466 × ln 4 = 35.77 − 0.48 = 35.29,

with Γ* taken from the flow and not fitted. The samples give 34.54, lower by 0.75, or 2% of the prediction, with a combined standard error of 0.46. This supports the √L term and its coefficient; the logarithmic term, 0.48, is not resolved. The leading term alone, 2.236 × 16 = 35.8 at L = 256, exceeds the sampled mean by 4.3, so the subleading terms matter by two decades in E. The standard deviation of ln(Ω0/E) over chains is 13.8 and 27.6. It roughly doubles with √L, so its ratio to the mean (0.44 and 0.42 here) tends to a constant near 0.4 and not to zero, and at L = 256 one standard deviation is 13.8/2.30 = 6 decades in E.

At r = 101, (4) gives a singlet probability 1/(3 × 101²) = 3.3 × 10⁻⁵ and a mean correlation −2.5 × 10⁻⁵. The ring count over r from 81 to 121 is 0.94 of the formula.

**How far the numbers can be trusted**

The constants Γ* and c are built up at small Γ, where the neglect of J1/J0 is least justified. Full diagonalization of 300 open eight-spin Heisenberg chains shows the size of this. For Γ0 = 1 and T = 0.01Ω0, Tχ per site is 0.0151 against 0.0184 from the dimer sum on the same chains, which is 22% above the diagonalization; the mean absolute error of ln(Ω0/E) is 0.41 (chains with a decimation value below 20). For Γ0 = 3 the values are 0.0554 and 0.0571, a 3% excess, and the error in the logarithm is 0.25, against 0.52 if the factor ½ is dropped from the rule. So for uniform couplings the example describes the decimation model, and the prefactors of the real chain can differ by tens of percent; one significant figure of χ is what it offers there. For the Heisenberg chain the forms √L, 1/r² and 1/(T ln²T) rest on the argument that poor steps become rare as 1/Γ, which is not a proof. For the XX gap the √L form follows from the two-sided bound above.

Besides independent couplings, the derivation used four assumptions. All bonds are antiferromagnetic, so that the strongest pair forms a singlet. Odd and even bonds share one distribution; if instead the means of ln J on odd and even bonds differ, U drifts, and D grows linearly in L for an upward drift and more slowly than √L for a downward one. The variance of ln J is finite, as the Brownian limit requires. And the chain is long and isolated: (5) needs L ≫ 1/n, and it can hold no lower than the temperature at which couplings left out of H, such as those between chains, compete with the cutoff Ω ~ T. The same limit applies to the gaps of the example, which belong to the model alone: for g = 2 spins 4 Å apart, the dipolar energy μ0(gμ_B)²/(4πr³) between the ends of the chain is about 2 × 10⁻⁹ K at L = 256 and 4 × 10⁻¹¹ K at L = 1024, far above the gaps quoted.

Numbers in the example were calculated in double precision.
